**Lattice and energy errors from a residual pressure**

A crystal left at hydrostatic pressure $P$ has, to leading order, the relative lattice error $-P/(3B)$ and the energy error $P^2V_0/(2B)$, where $B$ is the bulk modulus and $V_0$ the equilibrium volume per atom or molecule. The program takes Vinet and third-order Birch–Murnaghan energy curves and asserts that their numerical derivatives reproduce $B$ and its pressure derivative $B'$. It finds the cell at a given pressure by bisection on the numerical slope, and asserts the leading laws and their next-order coefficients at small $P/B$. At 0.1 GPa it asserts that the leading errors lie between those of the compressed and the stretched cell. For an orthorhombic elastic model, numerical minimization is used to assert that the mean axis error and the energy density keep the same form, while the axes differ. The output gives leading lattice errors of 0.0076 % for diamond, 0.48 % for sodium and 1.7 % for a model molecular crystal, from rough input values. The corresponding energy errors are 0.0004, 0.17 and 0.78 meV per atom or molecule.

## Numerical verification

```python
# Result under test: a crystal left at hydrostatic residual pressure P has
#   relative lattice-constant error  -P/(3B)   and   energy error  P^2 V0/(2B),
# with next-order factors 1-(B'/2+1/6)x and 1-(2/3)(1+B')x, where x = P/B.
# B: bulk modulus at the energy minimum (GPa); B' = dB/dP (written Bp);
# V0: equilibrium volume per atom or molecule (A^3); y = a/a0.
# Energy curves are (E-E0)/V0 in GPa; P > 0 means compression.
import numpy as np
from mpmath import mp, mpf, exp, diff
from scipy.constants import e as charge
from scipy.optimize import minimize

mp.dps = 30
MEV = 1e9 * 1e-30 / charge * 1e3      # one GPa A^3 in meV


def vinet(y, B, Bp):
    eta = mpf(3) * (Bp - 1) / 2
    s = eta * (y - 1)
    return 9 * B / eta**2 * (1 - (1 + s) * exp(-s))


def birch(y, B, Bp):
    z = 1 / y**2
    return mpf(9) * B / 16 * ((z - 1)**3 * Bp + (z - 1)**2 * (6 - 4 * z))


def errors_at_pressure(curve, B, Bp, P):
    """Find the cell whose numerical slope -dE/dV equals P."""
    low, high = mpf('0.95'), mpf('1.05')

    def excess(y):
        slope = diff(lambda t: curve(t, B, Bp), y)
        return -slope / (3 * y**2) - P

    assert excess(low) > 0 > excess(high)
    for _ in range(80):
        mid = (low + high) / 2
        if excess(mid) > 0:
            low = mid
        else:
            high = mid
    y = (low + high) / 2
    return y - 1, curve(y, B, Bp)


def length_factor(x, Bp):
    return 1 - (Bp / 2 + 1 / 6) * x


def energy_factor(x, Bp):
    return 1 - 2 / 3 * (1 + Bp) * x


P = 0.1
# name, B (GPa), V0 (A^3), B', formula units per cubic cell: rough sizes
solids = [("diamond", 440, 5.7, 4, 8),
          ("sodium", 7, 38.0, 4, 2),
          ("molecular", 2, 50.0, 8, 4)]

print(f"residual pressure P = {P} GPa")
print(f"1 GPa A^3 = {MEV:.4f} meV")
for name, B, V0, Bp, units in solids:
    for curve in (vinet, birch):
        # bulk modulus and its pressure derivative from the energy curve
        def of_volume(v):
            return curve(v**(mpf(1) / 3), B, Bp)
        second = diff(of_volume, mpf(1), 2)
        third = diff(of_volume, mpf(1), 3)
        assert abs(second / B - 1) < 1e-6
        assert abs(-1 - third / second - Bp) < 1e-5
        # leading law and next-order coefficient in the limit of small x
        x_small = mpf('1e-5')
        strain, energy = errors_at_pressure(curve, B, Bp, x_small * B)
        length_ratio = strain / (-x_small / 3)
        energy_ratio = energy / (B * x_small**2 / 2)
        slope_length = (length_factor(1e-2, Bp) - 1) / 1e-2
        slope_energy = (energy_factor(1e-2, Bp) - 1) / 1e-2
        assert abs((length_ratio - 1) / x_small - slope_length) < 2e-3
        assert abs((energy_ratio - 1) / x_small - slope_energy) < 2e-3

    x = P / B
    a0 = (units * V0)**(1 / 3)
    linear = x / 3
    energy_error = P**2 * V0 / (2 * B) * MEV
    print(f"{name}: B = {B} GPa, V0 = {V0} A^3, B' = {Bp}")
    print(f"  units per cell = {units}, a0 = {a0:.3f} A")
    print(f"  P/B = {x:.4g}")
    print(f"  P/3B = {100 * linear:.4g} %")
    print(f"  a0 P/3B = {a0 * linear:.3g} A")
    print(f"  P^2 V0/2B = {energy_error:.3g} meV")
    print(f"  P V0 = {P * V0 * MEV:.3g} meV")
    print(f"  P for 0.1 % lattice error = {3 * B * 1e-3:.3g} GPa")
    print(f"  next-order factors at +P: length "
          f"{length_factor(x, Bp):.4f}, energy {energy_factor(x, Bp):.4f}")
    for label, curve in (("Vinet", vinet), ("Birch", birch)):
        squeezed = errors_at_pressure(curve, B, Bp, mpf(P))
        stretched = errors_at_pressure(curve, B, Bp, -mpf(P))
        assert -squeezed[0] < linear < stretched[0]
        assert squeezed[1] * V0 * MEV < energy_error
        assert energy_error < stretched[1] * V0 * MEV
        for sign, (strain, energy) in (("+P", squeezed), ("-P", stretched)):
            print(f"  {label} {sign}: da/a0 = {float(100 * strain):.4g} %, "
                  f"dE = {float(energy * V0 * MEV):.3g} meV")

# Orthorhombic elastic model: energy density e.C.e/2 in logarithmic strains e
C = np.array([[3.0, 1.0, 1.0], [1.0, 4.0, 1.0], [1.0, 1.0, 7.0]])


def shape_energy(free):
    strain = np.array([free[0], free[1], 1 - free[0] - free[1]])
    return 0.5 * strain @ C @ strain


# relaxing the shape at fixed ln(V/V0) = 1 leaves the energy density B/2
B_ortho = 2 * minimize(shape_energy, [0.3, 0.3]).fun
P_small = 1e-3


def scaled_enthalpy(u):
    # strains are P_small*u; enthalpy density is divided by P_small^2
    return 0.5 * u @ C @ u + np.expm1(P_small * u.sum()) / P_small


u = minimize(scaled_enthalpy, np.zeros(3)).x
# finite P_small changes the linear response by about P_small/B = 5e-4
assert abs(u.mean() * 3 * B_ortho + 1) < 2e-3
assert abs(0.5 * u @ C @ u * 2 * B_ortho - 1) < 4e-3
assert np.ptp(u) > 0.3 * abs(u.mean())
print(f"orthorhombic model: C11, C22, C33 = {C[0, 0]:.0f}, "
      f"{C[1, 1]:.0f}, {C[2, 2]:.0f} GPa")
print(f"  C12 = C13 = C23 = {C[0, 1]:.0f} GPa")
print(f"  B with relaxed shape = {B_ortho:.3f} GPa")
axes = ", ".join(f"{100 * P * value:.2f}" for value in u)
print(f"  linear axis errors at P = {P} GPa: {axes} %")
print(f"  mean axis error = {100 * P * u.mean():.2f} %")
print("OK")
```

Printed output:

```
residual pressure P = 0.1 GPa
1 GPa A^3 = 6.2415 meV
diamond: B = 440 GPa, V0 = 5.7 A^3, B' = 4
  units per cell = 8, a0 = 3.573 A
  P/B = 0.0002273
  P/3B = 0.007576 %
  a0 P/3B = 0.000271 A
  P^2 V0/2B = 0.000404 meV
  P V0 = 3.56 meV
  P for 0.1 % lattice error = 1.32 GPa
  next-order factors at +P: length 0.9995, energy 0.9992
  Vinet +P: da/a0 = -0.007572 %, dE = 0.000404 meV
  Vinet -P: da/a0 = 0.007579 %, dE = 0.000405 meV
  Birch +P: da/a0 = -0.007572 %, dE = 0.000404 meV
  Birch -P: da/a0 = 0.007579 %, dE = 0.000405 meV
sodium: B = 7 GPa, V0 = 38.0 A^3, B' = 4
  units per cell = 2, a0 = 4.236 A
  P/B = 0.01429
  P/3B = 0.4762 %
  a0 P/3B = 0.0202 A
  P^2 V0/2B = 0.169 meV
  P V0 = 23.7 meV
  P for 0.1 % lattice error = 0.021 GPa
  next-order factors at +P: length 0.9690, energy 0.9524
  Vinet +P: da/a0 = -0.4621 %, dE = 0.162 meV
  Vinet -P: da/a0 = 0.4916 %, dE = 0.178 meV
  Birch +P: da/a0 = -0.4621 %, dE = 0.162 meV
  Birch -P: da/a0 = 0.4916 %, dE = 0.178 meV
molecular: B = 2 GPa, V0 = 50.0 A^3, B' = 8
  units per cell = 4, a0 = 5.848 A
  P/B = 0.05
  P/3B = 1.667 %
  a0 P/3B = 0.0975 A
  P^2 V0/2B = 0.78 meV
  P V0 = 31.2 meV
  P for 0.1 % lattice error = 0.006 GPa
  next-order factors at +P: length 0.7917, energy 0.7000
  Vinet +P: da/a0 = -1.399 %, dE = 0.607 meV
  Vinet -P: da/a0 = 2.191 %, dE = 1.16 meV
  Birch +P: da/a0 = -1.4 %, dE = 0.608 meV
  Birch -P: da/a0 = 2.201 %, dE = 1.17 meV
orthorhombic model: C11, C22, C33 = 3, 4, 7 GPa
  C12 = C13 = C23 = 1 GPa
  B with relaxed shape = 2.000 GPa
  linear axis errors at P = 0.1 GPa: -2.50, -1.67, -0.83 %
  mean axis error = -1.67 %
OK
```
